# Why Laser Spot Spacing Measures Wafer Curvature and Rejects Rigid Tilt

## 1. Two beams at normal incidence

Let two parallel beams travel straight down, along $-z$, onto a flat mirror. They lie at $x_1$ and $x_2=x_1+d_0$. A camera, reached through an ideal beam splitter, records where the reflected beams cross the plane $z=L$. Tilt the mirror by $\theta$ about the origin, raising its $+x$ side.

The normal turns by $\theta$ and the incident direction is fixed, so each reflected beam turns by $2\theta$, towards $-x$. A beam at $x$ meets the mirror at height $x\tan\theta$ and has $L-x\tan\theta$ left to climb. It reaches the camera at

$$u(x)=x-(L-x\tan\theta)\tan2\theta .$$

To first order each spot moves by $-2L\theta$. The spacing is

$$u(x_2)-u(x_1)=d_0(1+\tan\theta\tan2\theta).$$

With $t=\tan\theta$ and $\tan2\theta=2t/(1-t^2)$, the bracket is $(1+t^2)/(1-t^2)=1/\cos2\theta$. Hence

$$d=\frac{d_0}{\cos2\theta}=d_0(1+2\theta^2+\dots).$$

Now remove the tilt and bend the mirror into a shallow bowl of height $\kappa x^2/2$. The slope is $\kappa x$, different for the two beams. The spots move by $-2L\kappa x_1$ and $-2L\kappa x_2$, and the spacing changes by $-2L\kappa d_0$, a first-order effect.

Tilt adds a constant to the surface slope; curvature is the gradient of the slope. One spot reads a slope, and two spots read a slope difference. At oblique incidence the beams also have different path lengths, so the cancellation has to be examined again.

## 2. Oblique incidence: the contributions to one spot

Let $x$ run along the wafer in the plane of incidence and $z$ point out of the film side. The angle of incidence, measured from the normal, is $\alpha$. In $(x,z)$ components the incident direction, the nominal reflected direction and the direction across the reflected beam are

$$\mathbf i=(\sin\alpha,-\cos\alpha),\quad \mathbf r=(\sin\alpha,\cos\alpha),\quad \hat{\mathbf u}=(\cos\alpha,-\sin\alpha).$$

The camera plane is normal to $\mathbf r$ at distance $L$ from the pivot, which is the origin. The surface height and slope are

$$\zeta(x)=h+\theta x+\tfrac12\kappa x^2,\qquad m(x)=\theta+\kappa x,$$

where $h$ is a rigid lift. Positive $\kappa$ means that the film side is concave, as under a tensile film. All slopes are small, and in this section only first-order terms in $h$, $\theta$ and $\kappa$ are kept.

**Starting position.** A beam aimed at $(x,0)$ has camera coordinate $x\cos\alpha$. Its footprint already lies $x\sin\alpha$ along $\mathbf r$, so the remaining path is $L-x\sin\alpha$.

**Turning.** To first order the unit normal is $\mathbf n=(-m,1)$, and $\mathbf i\cdot\mathbf n=-\cos\alpha-m\sin\alpha$. Reflection gives

$$\mathbf i-2(\mathbf i\cdot\mathbf n)\mathbf n=(\sin\alpha-2m\cos\alpha,\ \cos\alpha+2m\sin\alpha)=\mathbf r-2m\hat{\mathbf u}.$$

The spot therefore moves by $-2m(L-x\sin\alpha)$.

**Height.** A surface raised by $\zeta$ stops the beam earlier. The hit point moves by $t\mathbf i$ with $-t\cos\alpha=\zeta$, so $t=-\zeta/\cos\alpha$. Since $\mathbf i\cdot\hat{\mathbf u}=2\sin\alpha\cos\alpha$, the spot moves by $-2\zeta\sin\alpha$. The accompanying change of path length multiplies $m$ and is second order.

The sum of the two shifts is

$$\Delta u=-2(\theta+\kappa x)(L-x\sin\alpha)-2\sin\alpha\,(h+\theta x+\tfrac12\kappa x^2).$$

Collect the terms by cause:

- Tilt: $-2\theta L+2\theta x\sin\alpha-2\theta x\sin\alpha=-2\theta L$.
- Curvature: $-2\kappa xL+2\kappa x^2\sin\alpha-\kappa x^2\sin\alpha=-2\kappa x(L-\tfrac12x\sin\alpha)$.
- Lift: $-2h\sin\alpha$.

The tilt shift is independent of $x$ because the path difference and the height difference compensate. Equal turning angles would not suffice. If the two beams fell on separate facets, each tilting about its own centre, the height term $-2\theta x\sin\alpha$ would be missing and the spacing would change by $+2\theta s\sin\alpha$, where $s=d_0/\cos\alpha$ is the footprint spacing. Rejection thus relies on both beams sharing one rigid body.

A single spot supplies one number for three unknowns, $\theta$, $\kappa$ and $h$. Averaging does not separate them if the tilt drifts. A beam aimed at the pivot, $x=0$, has no first-order response to curvature at all.

## 3. The difference of two spots

Subtract the shifts at $x_1$ and $x_2=x_1+s$. The tilt and lift terms drop out. With midpoint $\bar x=(x_1+x_2)/2$, we have $x_2^2-x_1^2=2\bar xs$, so

$$\Delta d=-2\kappa sL+2\kappa s\bar x\sin\alpha=-2\kappa s(L-\bar x\sin\alpha).$$

The bracket is the path length from the midpoint of the footprints to the camera. Solving for the curvature,

$$\kappa=-\frac{\Delta d\,\cos\alpha}{2d_0(L-\bar x\sin\alpha)} .$$

A concave wafer makes the beams converge and the spacing shrink. An exact ray trace at $\alpha=30^\circ$, with $L=1$ m and $d_0=2$ mm, tested this sensitivity for midpoints at $-40$, $10$ and $40$ mm; it agreed within one part in $10^5$.

A pair separated by $d_0$ perpendicular to the plane of incidence, at $x=0$, has a different factor. Its footprint spacing is $d_0$, without the stretch $1/\cos\alpha$. For a slope $m_y=\kappa_yy$ the normal is $(0,-m_y,1)$ in $(x,y,z)$ components, and $\mathbf i\cdot\mathbf n=-\cos\alpha$. The reflected beam acquires the $y$ component $-2m_y\cos\alpha$, and

$$\Delta d_y=-2\kappa_yLd_0\cos\alpha .$$

For equal curvatures and a centred in-plane pair, the response ratio $\Delta d_y/\Delta d$ is $\cos^2\alpha$, or 0.75 at $30^\circ$. As $\alpha\to0$ the two responses coincide. Towards grazing incidence the in-plane response grows as $1/\cos\alpha$, until the footprint no longer fits on the wafer.

## 4. Tilt about any axis

Let $\mathcal M$ be reflection in the original flat surface and $\mathcal M'$ reflection in the tilted one. Two successive reflections make a rotation $\mathcal R$ by twice the angle between the planes, about their line of intersection: $\mathcal M'\mathcal M=\mathcal R$. Since $\mathcal M\mathcal M=1$, it follows that $\mathcal M'=\mathcal R\mathcal M$. Tilting a flat mirror rotates the whole reflected bundle as a rigid object. The beams stay parallel at perpendicular distance $d_0$.

What can change is the cut made by the camera. Let $\mathbf e$ be the vector between the spots, $\hat{\mathbf e}$ its direction and $\mathbf r'$ the new beam direction. The part of $\mathbf e$ perpendicular to $\mathbf r'$ has length $d_0$, so

$$|\mathbf e|^2\left[1-(\hat{\mathbf e}\cdot\mathbf r')^2\right]=d_0^2 .$$

The vector $\hat{\mathbf e}$ lies in the camera plane, whose normal differs from $\mathbf r'$ by an angle of the order of the tilt. The scalar product is first order, and the length therefore changes at second order.

The direction of $\mathbf e$ can change sooner. A roll $\varphi$ about the $x$ axis rotates the bundle by $2\varphi$ about $x$. The component of this rotation along $\mathbf r$ is $2\varphi\sin\alpha$, and the spot pattern turns by that angle. The length of the spacing vector ignores this turning. A component along a fixed camera axis is equally safe only if the resting vector lies along that axis; otherwise it changes linearly with roll.

## 5. What survives the subtraction

**Tilt times curvature.** On a tilted wafer the beam lands at $x-\zeta\tan\alpha$. The tilt part of $\zeta$ moves the footprint by $-\theta x\tan\alpha$ and changes the local slope by $-\kappa\theta x\tan\alpha$. The curvature signal changes by the fraction $-\theta\tan\alpha$. The other $\theta\kappa$ terms are even in $x$ and cancel for a pair centred on the pivot. This product is a small change of gain, absent when the wafer is flat.

**A misaligned camera.** If the camera normal is off the beam by $\beta$, in the sense opposite to the turning of the beams, a flat wafer gives $d=d_0/\cos(\beta+2\theta)$. Differentiation with respect to $\theta$ gives

$$\frac{\Delta d}{d}=2\theta\tan\beta .$$

This is linear in tilt. First-order rejection is therefore a property of the wafer together with a camera whose normal is aligned with the beams in the plane of the pair; a sideways misalignment gives no linear term.

**Beams that are not parallel.** Let a reflected beam make an angle $\phi$ with $\mathbf r$, towards $\hat{\mathbf u}$, and pass the pivot at perpendicular distance $\rho$. Its nearest point to the pivot has components $(\rho\cos\phi,-\rho\sin\phi)$ along $(\hat{\mathbf u},\mathbf r)$. From there it must advance $L+\rho\sin\phi$ along $\mathbf r$, and it reaches

$$u=\rho\cos\phi+(L+\rho\sin\phi)\tan\phi=\frac{\rho}{\cos\phi}+L\tan\phi .$$

Tilt replaces $\phi$ by $\phi-2\theta$. The rate of change $du/d\theta$ at zero tilt is $-2(\rho\sin\phi+L)/\cos^2\phi$. Take $\phi=0$ for the first beam and a small $\phi=\varepsilon$ for the second. The difference of the rates gives

$$\Delta d\simeq-2\theta\varepsilon(\rho+L\varepsilon),$$

with $\rho$ belonging to the second beam. The term is linear in tilt but carries the small factor $\varepsilon$. Divergence also adds about $L\varepsilon$ to the spacing at rest. That part belongs to the reference reading, and $s$ must then be taken at the wafer, not inferred from the camera. This holds for divergence in the plane of incidence. Sideways divergence turns the resting spacing vector away from the direction of the curvature shift, so its length responds less: by about 10% for 1 mrad in the geometry of Section 7.

**Readings at different times.** The subtraction removes $-2L\theta$ if both spots share the same $\theta$. If they are recorded at different moments, $-2L(\theta_2-\theta_1)$ remains, at full first-order strength.

## 6. From curvature to film stress

Let a film of thickness $h_f$ and stress $\sigma$ lie on a free substrate of thickness $h_s\gg h_f$, with equal curvature in both directions. Measure $z$ from the substrate's midplane towards the film. The substrate strain is $e_0-\kappa z$, and its stress is $M$ times this, where $M$ is the biaxial modulus. Moment balance about the midplane reads

$$\int_{-h_s/2}^{h_s/2}M(e_0-\kappa z)z\,dz+\sigma h_f\frac{h_s}{2}=0 .$$

The $e_0$ term integrates to zero by symmetry and the other gives $-M\kappa h_s^3/12$. Hence Stoney's relation,

$$\sigma=\frac{Mh_s^2\kappa}{6h_f}.$$

For Si(100) with equal in-plane strains $e$, the free surface requires $2c_{12}e+c_{11}e_z=0$, so $e_z=-2c_{12}e/c_{11}$. The in-plane stress is $(c_{11}+c_{12})e+c_{12}e_z$, and therefore

$$M=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}.$$

The example adopts $c_{11}=166$ GPa and $c_{12}=64$ GPa as model inputs, only roughly those of silicon. They give $M=180.7$ GPa. Fine digits below serve to compare results within the model, not to predict a real wafer.

## 7. The contributions weighed

Take a sputtered tungsten film, 100 nm thick with 500 MPa tensile stress, on a 100 mm wafer 525 µm thick. The force per width is $\sigma h_f=50$ N/m, and

$$\kappa=\frac{6\times50}{(180.7\times10^9)(525\times10^{-6})^2}=0.00602\ \mathrm{m^{-1}},$$

a radius of 166 m. Let $\alpha=30^\circ$, $L=1$ m, $d_0=2$ mm and $\bar x=10$ mm. Then $s=2.309$ mm, the midpoint path is 0.995 m, and

$$\Delta d=-2(0.006025)(2.309\ \mathrm{mm})(0.995\ \mathrm m)=-27.7\ \text{µm},$$

or $-1.38\%$ of $d_0$. The outer spot, at $x_2=11.15$ mm, moves by $-134$ µm if the surface height at the pivot stays fixed. (On a fixed edge ring the bow would lower the wafer centre by 7.5 µm, and this lift term would reduce the shift to about $-127$ µm; the spacing would change by only about 0.1 nm.) Its curvature signal is larger than that of the spacing because its lever arm is $x_2$ instead of $s$.

Add a rigid tilt of 100 µrad. The changes in position or spacing are:

| Contribution | Size |
|---|---:|
| One spot, tilt | −200 µm |
| Spacing, tilt of a flat wafer | 0.04 nm |
| Spacing, tilt–curvature product | 1.66 nm |
| Spacing, camera misaligned by 2° | 14 nm |
| Spacing, beams diverging by 1 mrad | −2.1 nm |
| Spacing, separate facets | 0.23 µm |

The first two entries have the ratio $2\theta^2d_0/(2L\theta)=\theta d_0/L=2\times10^{-7}$. Among the listed spacing errors of a single rigid wafer, camera misalignment is the largest, yet it is 0.05% of the 27.7 µm signal. The misalignment also alters the curvature signal itself, by under 1 nm in the sense defined in Section 5 but by about 33 nm, or 0.12%, in the opposite sense. The facet error would be 0.8%, which is the size of the path effect that the height effect compensates.

The single spot has moved by $-334$ µm in all. Read as curvature, this gives $500\times334/134\simeq1246$ MPa. The spacing, with an aligned camera and parallel beams, gives 499.95 MPa. Of the missing 0.05 MPa, tilt causes about 0.03 MPa; the rest is present without tilt and comes from applying a linear formula to a finite curvature. A lift of 50 µm would move the single spot by another $-50$ µm and leave a flat wafer's spacing unchanged if the beams are parallel. With divergence it does not cancel. A lift displaces every reflected ray by $2h$ along $z$, so a ray at angle $\phi$ moves by $-2h\sin\alpha-2h\cos\alpha\tan\phi$, and the spacing changes by $-2h\varepsilon\cos\alpha$. For 1 mrad this is $-87$ nm, six times the camera term.

A simulated series of 2000 frames had independent random tilt and roll of 100 µrad rms each and centroid noise of 0.3 µm rms per coordinate. The stress scatter was 746 MPa from one spot and 7.7 MPa from the simultaneous spacing. The latter is set by the centroids: $500\times\sqrt2\times0.3/27.7\simeq7.7$ MPa. When the in-plane component of the spacing was formed from spots in successive frames, the scatter rose to 5108 MPa, worse than for one spot, because two independent tilt errors were divided by the short lever arm $s$.

At fixed centroid noise, the stress resolution improves in proportion to $d_0L$ and to film thickness. The same instrument noise on a 10 nm film would give 77 MPa.

## 8. Bending that the spacing does not reject

The spacing reports a change of curvature along the line of the two footprints, whatever its cause.

**Gravity.** Consider a wafer of radius $a$ resting on an edge ring, with weight $q$ per area, bending rigidity $D=Mh_s^3/[12(1+\nu)]$ and an in-plane response treated as isotropic, with $\nu=c_{12}/(c_{11}+c_{12})$. For a surface slope $\phi(r)$, the radial and hoop bending moments per length are $M_r=D(\phi'+\nu\phi/r)$ and $M_t=D(\phi/r+\nu\phi')$. Moment balance of a ring element reads $d(rM_r)/dr-M_t=rV$, where $V$ is the shear force per length, and vertical force balance on a disc of radius $r$ gives $V=-qr/2$. Inserting the moments and dividing by $r$,

$$D\frac{d}{dr}\left[\frac1r\frac{d(r\phi)}{dr}\right]=-\frac{qr}{2}.$$

Insert $\phi=Ar-Br^3$. The left side is $-8DBr$, so $B=q/(16D)$. A moment-free edge requires $\phi'+\nu\phi/r=0$ at $r=a$, or $A(1+\nu)=(3+\nu)Ba^2$. The central curvature is

$$A=\frac{(3+\nu)qa^2}{16D(1+\nu)}=0.0028\ \mathrm{m^{-1}},$$

47% of the film's curvature. This is the isotropic estimate; the cubic anisotropy of silicon, with $c_{44}\approx80$ GPa, lowers the central value by about 4%. The gravity curvature varies across the wafer but is constant in time, so it disappears from the result if the reference spacing is recorded on the same support before deposition and the support does not change.

**Heat flow.** A steady flux $Q$ entering through the film side and leaving through the back produces the free thermal strain $\alpha_TQz/k$, where $\alpha_T$ is the expansion coefficient and $k$ the thermal conductivity. Matching it to $-\kappa z$ gives $\kappa=-\alpha_TQ/k$. With $\alpha_T=2.6\times10^{-6}\ \mathrm{K^{-1}}$, $k=150$ W/(m K) and a rough flux of 0.1 W/cm², this is $-1.7\times10^{-5}\ \mathrm{m^{-1}}$, or $-0.3\%$ of the film curvature. If the heat stays in the wafer, as on an edge ring in vacuum, the curvature is half of this, but the wafer then warms at roughly 1 K/s, and the thermal-mismatch stress below becomes the larger effect.

**Stoney's approximations.** Let the 500 MPa be the stress before the wafer gives way to it. Force and moment balance with the film's own stiffness and thickness retained then lowers the curvature by 0.22%. The wafer surface contracts by $4\sigma h_f/(Mh_s)$, which relaxes the film stress by 0.24%, while the longer lever arm $(h_s+h_f)/2$ returns 0.02%. If $\sigma$ means the stress actually left in the film, only the lever-arm correction remains. The film-induced bow is 7.5 µm, or 1.4% of the wafer thickness, which supports the neglect of midplane stretching.

The wafer dimensions are ordinary ones. Sputtered tungsten can carry stress of either sign, up to the order of a gigapascal, depending on the deposition conditions, so 500 MPa is a moderate value. The example also assumes a steady temperature. If film and wafer warm by 50 K after deposition, the constrained film gains the stress $M_f(\alpha_s-\alpha_f)\Delta T=-54$ MPa, where $M_f$ is the film's biaxial modulus and $\alpha_s$, $\alpha_f$ are the expansion coefficients of substrate and film. That is 11% of the stress put in. It is real film stress and real curvature, so optical subtraction cannot remove it; separating it from growth stress requires the temperature history. A wafer clamped flat breaks the model more severely, because Stoney's relation assumes that the substrate is free to bend.

The numerical output below lists the main inputs and the results of this example; the remaining material values are set in the program.

## Numbers as computed

```
Incidence angle: 30 deg
Pivot-to-camera distance: 1 m
Initial beam spacing: 2 mm
Footprint spacing: 2.309 mm
Pair midpoint from pivot: 10 mm
Single-beam footprint from pivot: 11.15 mm
Path length at pair midpoint: 0.995 m
Silicon c11 (rough): 166 GPa
Silicon c12 (rough): 64 GPa
Silicon biaxial modulus: 180.7 GPa
Tungsten biaxial modulus (rough): 569.4 GPa
Wafer thickness: 525 um
Wafer diameter: 100 mm
Film thickness: 100 nm
Film stress put in: 500 MPa
Film force per width: 50 N/m
Stoney curvature: 0.006025 1/m
Radius of curvature: 166 m
Spacing change from curvature: -27.69 um
Relative spacing change: -1.384 %
Single-spot shift from curvature: -134 um
Added rigid tilt: 100 urad
Single-spot shift from tilt: -200 um
Flat-wafer spacing change from tilt: 0.04 nm
Tilt-curvature spacing change: 1.66 nm
Stress read from spacing, tilted: 499.95 MPa
Stress read from one spot, tilted: 1246.0 MPa
Facet spacing error at this tilt: 0.2309 um
Pattern rotation for equal roll: 100 urad
Camera misalignment: 2 deg
Its spacing error at this tilt: 13.98 nm
Beam divergence: 1 mrad
Its spacing error at this tilt: -2.131 nm
Spot shift for 50 um lift: -50 um
Simulated frames: 2000 frames
Random tilt and roll, rms each: 100 urad
Centroid noise, rms per coordinate: 0.3 um
Mean stress from spacing: 499.86 MPa
Stress scatter, simultaneous pair: 7.689 MPa
Stress scatter, single spot: 746.3 MPa
Stress scatter, pair one frame apart: 5108 MPa
Finite-film change of curvature: -0.2207 %
Film-induced centre-to-edge bow: 7.531 um
Bow divided by wafer thickness: 0.01435 (no unit)
Constant gravity curvature: 0.002821 1/m
Heat flux (rough): 0.1 W/cm2
Curvature from heat flux: -1.733e-05 1/m
Heat-flux part of film curvature: -0.2877 %
Warming after deposition: 50 K
Thermal-mismatch stress change: -54.1 MPa
```
